Direct neutral flux beneath a rectangular opening and its trench limit

A feature-scale calculation of a long slot can follow the full box in three dimensions, or treat the slot as an endless trench and follow its cross-section alone. The second choice is much cheaper, but it opens the sky above the floor in directions that the real end walls block. Whether it is acceptable for the direct neutral supply depends on how fast the flux at the floor centre approaches its trench value as the slot is lengthened. The theorem below gives the flux for any length, the limit, and bounds on the difference. The length has to be compared with the depth; a slot ten times longer than it is wide can still be far from a trench.

**Setting and assumptions**

The feature is a box with vertical walls, depth h and a flat floor. Its mouth is a rectangle of width w and length L in the plane Z = h. The origin is the floor centre, so the mouth covers |X| < w/2 and |Y| < L/2. The dimensionless half-sizes are

a = w/(2h),  b = L/(2h).

Four assumptions are made.

(i) The gas at the mouth is uniform and isotropic, with number density n: its velocity distribution depends on speed but not on direction.

(ii) Molecules do not collide with one another inside the feature, and they move along straight lines.

(iii) Direct flux means molecules that reach the floor without having touched a wall. Molecules that are re-emitted by a surface are not counted.

(iv) The feature is small enough not to disturb the gas above it.

The problem is one of geometry and kinetic theory. No electromagnetic quantity enters, so no choice of electromagnetic units is needed.

**Theorem**

Let Γ0 be the flux arriving on an open, flat, horizontal surface. Under (i) to (iv), the direct flux at the floor centre is Γ0 F, with

F(a,b) = (2/π) { [a/√(1+a²)] arctan[b/√(1+a²)] + [b/√(1+b²)] arctan[a/√(1+b²)] }.  (1)

At fixed w and h, F increases with L and tends to

F∞ = a/√(1+a²) = w/√(w² + 4h²).  (2)

The missing part D = F∞ − F satisfies

T [1 − (6/5)(1 + a²/3)/b²] < D < T,  T = 4a/(3πb³) = 16wh²/(3πL³).  (3)

**Lemma 1: the arrival law**

*The flux on a horizontal surface from a small solid angle dΩ at angle θ to the vertical is*

dΓ = Γ0 cosθ dΩ/π,  Γ0 = n v̄/4,  (4)

*where v̄ is the mean speed. At the floor centre the same law holds for directions that pass through the mouth.*

Proof. Let g(v) dv be the fraction of molecules with speed between v and v + dv. By isotropy, the density of molecules with this speed and with direction in dΩ is n g(v) dv dΩ/(4π). In unit time, those that cross unit horizontal area fill a slanted column of height v cosθ. Hence

dΓ = (cosθ dΩ/4π) n ∫ v g(v) dv = n v̄ cosθ dΩ/(4π).

Integration over the hemisphere needs

∫ cosθ dΩ = 2π ∫₀^(π/2) cosθ sinθ dθ = π,

which gives Γ0 = n v̄/4. Replacing n v̄/4 by Γ0 in dΓ gives (4).

In free flight the phase-space density is constant along a trajectory. The floor centre therefore receives the gas's own distribution from every direction whose backward line reaches the gas. A box is convex, so the straight segment from the floor centre to any point of the mouth stays inside it, and no wall shades any part of the mouth. A backward line that misses the mouth meets a wall and contributes nothing to the direct flux. ∎

For a Maxwell gas of temperature T_g and molecular mass m, put α = m/(2kT_g), with k Boltzmann's constant. Then g(v) = 4πv²(α/π)^(3/2) exp(−αv²). Since ∫₀^∞ v³ exp(−αv²) dv = 1/(2α²),

v̄ = 4π(α/π)^(3/2)/(2α²) = 2/√(πα) = √[8kT_g/(πm)].  (5)

The temperature enters Γ0 but not F, because F depends on directions alone.

**Lemma 2: one quadrant of the mouth**

*Define*

C(A,B) = (1/π) ∫₀^B dy ∫₀^A dx / (1 + x² + y²)².  (6)

*Then*

C(A,B) = (1/2π) { [A/√(1+A²)] arctan[B/√(1+A²)] + [B/√(1+B²)] arctan[A/√(1+B²)] }.  (7)

Proof. Write c² = 1 + y², which is constant in the inner integral. Differentiation of a quotient gives

d/dx [x/(c²+x²)] = (c² − x²)/(c²+x²)² = 2c²/(c²+x²)² − 1/(c²+x²).

Solving for the integrand,

1/(c²+x²)² = (1/2c²) { d/dx [x/(c²+x²)] + 1/(c²+x²) }.

Integration from 0 to A gives

∫₀^A dx/(c²+x²)² = A/[2c²(c²+A²)] + arctan(A/c)/(2c³).

Therefore

2πC = ∫₀^B { A/[c²(c²+A²)] + arctan(A/c)/c³ } dy.  (8)

The second term is integrated by parts. Because dc/dy = y/c,

d/dy (y/c) = 1/c − y²/c³ = (c² − y²)/c³ = 1/c³,

d/dy arctan(A/c) = [1/(1 + A²/c²)] (−Ay/c³) = −Ay/[c(c²+A²)].

The two minus signs, one from the rule of integration by parts and one from the last derivative, combine to a plus:

∫₀^B arctan(A/c)/c³ dy = [B/√(1+B²)] arctan[A/√(1+B²)] + ∫₀^B Ay²/[c²(c²+A²)] dy.

The boundary term at y = 0 vanishes because y/c = 0 there. The remaining integral joins the first term of (8):

A(1 + y²)/[c²(c²+A²)] = A/(1 + A² + y²),

since 1 + y² = c². Its integral from 0 to B is [A/√(1+A²)] arctan[B/√(1+A²)]. Division by 2π gives (7). ∎

**Proof of the finite-length formula**

A mouth element dX dY lies at distance r = √(X²+Y²+h²) from the floor centre, in a direction with cosθ = h/r. Seen from there, its area is foreshortened by the factor cosθ, so

dΩ = cosθ dX dY/r² = h dX dY/r³.

The arrival law has a further factor cosθ, because the floor is itself tilted with respect to the ray. The contribution to F is thus

cosθ dΩ/π = h² dX dY/(πr⁴).

With X = hx and Y = hy, the numerator becomes h⁴ dx dy and r⁴ becomes h⁴(1+x²+y²)². The depth cancels:

F = (1/π) ∫₋ₐ^a dx ∫₋ᵦ^b dy / (1+x²+y²)²,  (9)

where the limits of the inner integral are −b and b. The integrand is even in x and in y, so the four quadrants contribute equally and F = 4C(a,b). This is (1). The integrand is positive, so a longer or wider mouth always gives a larger F under these assumptions.

In the original lengths, with P = √(w²+4h²) and Q = √(L²+4h²), the same result reads

F = (2/π) [ (w/P) arctan(L/P) + (L/Q) arctan(w/Q) ].

Adaptive integration of (9) for (a,b) = (0.05, 0.05), (0.05, 0.5), (0.7, 1.3) and (2, 5), and a separate integration over directions, agree with (1) to a relative difference of about 4 × 10⁻¹⁵ at worst.

**Proof of the trench limit**

Hold a fixed and let b grow. In (1), the first arctangent tends to π/2. In the second term b/√(1+b²) tends to 1, while its arctangent tends to zero. Hence F tends to (2/π)(π/2) a/√(1+a²), which is (2).

The endless trench can also be integrated directly, without first finding the finite-length result. For c² = 1 + x², the inner integral formula of Lemma 2, with the integration variable now y and with both limits sent to infinity, gives

∫₋∞^∞ dy/(c²+y²)² = π/(2c³).

Then

F∞ = (1/π) ∫₋ₐ^a π/[2(1+x²)^(3/2)] dx = (1/2) [x/√(1+x²)]₋ₐ^a = a/√(1+a²).

The two routes agree. Geometrically, a long edge of the trench mouth is seen from the floor centre at an angle φ to the vertical with tanφ = a, so F∞ = sinφ. ∎

**Proof of the bounds**

The missing part comes from the two strips |y| > b that the finite opening does not have. By symmetry,

D = (4/π) ∫₀^a dx ∫_b^∞ dy / (1+x²+y²)².

Replacing the denominator by the smaller quantity y⁴ raises the integrand, so

D < (4/π) a ∫_b^∞ dy/y⁴ = 4a/(3πb³) = T.

For the lower bound, set s = (1+x²)/y², so that the integrand is y⁻⁴(1+s)⁻². For s > 0,

(1 − 2s)(1 + s)² = 1 − 3s² − 2s³ < 1,

and therefore (1+s)⁻² > 1 − 2s. It follows that

D > (4/π) ∫₀^a dx ∫_b^∞ [y⁻⁴ − 2(1+x²)y⁻⁶] dy
 = (4/π) [a/(3b³) − 2(a + a³/3)/(5b⁵)]
 = T [1 − (6/5)(1 + a²/3)/b²].

Substituting a = w/(2h) and b = L/(2h) in T gives 16wh²/(3πL³). ∎

The bounds give a sufficient condition for using the trench value. The relative deficit D/F∞ stays below a chosen fraction ε if

L ≥ h [32√(1+a²)/(3πε)]^(1/3).

This follows from T/F∞ = 4√(1+a²)/(3πb³) and b = L/(2h). The condition concerns the direct flux at the floor centre, under assumptions (i) to (iv).

**Remark 1: a narrow slot**

Let w be much smaller than h, with L/h held fixed. To first order in a, the square root √(1+a²) is 1 and arctan[a/√(1+b²)] is a/√(1+b²). Equation (1) becomes

F ≈ (2a/π) [arctan b + b/(1+b²)].

Since F∞ ≈ a to the same order,

F/F∞ ≈ (2/π) [arctan b + b/(1+b²)].  (10)

The width has dropped out. A narrower slot at the same depth and length receives less direct flux, but the fraction of its own trench value does not change at this order. This is why a large L/w does not by itself justify the two-dimensional treatment. From (10), 99% of the trench value requires L = 6.745 h.

**Remark 2: a small mouth and a wide mouth**

If both w and L are much smaller than h, the denominator in (9) is close to 1 over the whole mouth, and

F ≈ 4ab/π = wL/(πh²).

This is an upper bound for every mouth, because the denominator is never below 1. In this regime the flux is proportional to the mouth area and falls as the inverse square of the depth.

In the opposite case, let w grow at fixed L and h. The formula is symmetric in a and b, so F tends to b/√(1+b²): the long side is now w, and the finite length L limits the view. The deficit from full exposure is then 1 − b/√(1+b²), which behaves as 1/(2b²) for large b. This does not contradict the cubic law in (3). There a is held fixed, and the lower bound becomes close to T only when b² is much larger than 1 + a²/3.

**Remark 3: positions away from the centre**

For a floor point displaced by hx and hy from the centre, the two vertical planes through the point, parallel to the walls, divide the mouth into four rectangles. Lemma 2 applies to each:

F(x,y) = C(a+x, b+y) + C(a+x, b−y) + C(a−x, b+y) + C(a−x, b−y).

On the long axis, x = 0, this is the mean of two centre values:

F(0,y) = [F(a, b+y) + F(a, b−y)]/2.

Here F on the right is the function (1). At the end wall y = b, and F(a,0) = 0, so the flux there is half the centre value of a slot twice as long. As L grows, it tends to F∞/2, not to F∞. The trench limit F∞ thus holds at points of the long axis whose distances from both ends are large compared with the depth. Away from this axis the limit is smaller. With both ends far away it is

(1/2) { (a+x)/√[1+(a+x)²] + (a−x)/√[1+(a−x)²] },

which for a = 2 falls from 0.894 on the axis to 0.485 at the foot of a long wall. In a narrow slot this variation across the width is slight.

**Worked example: atomic hydrogen in a slot**

Take w = 40 nm and h = 400 nm, an H partial pressure of 5 mTorr in a total of 50 mTorr, and a gas temperature of 400 K. The ideal-gas law n = p/(kT_g) gives n = 1.207 × 10¹⁴ cm⁻³, and (5) gives v̄ = 2899 m/s. Therefore

Γ0 = (1.207 × 10¹⁴ cm⁻³)(2.899 × 10⁵ cm/s)/4 = 8.75 × 10¹⁸ cm⁻² s⁻¹.

For L = 400 nm, a = 0.050 and b = 0.500. The square roots are √(1+a²) = 1.001249 and √(1+b²) = 1.118034. The two terms of (1) are

(2/π)(0.050/1.001249)(0.463148) = 0.014724,
(2/π)(0.500/1.118034)(0.044692) = 0.012724.

Their sum is F = 0.02745. The direct flux at the floor centre is

0.02745 × 8.75 × 10¹⁸ cm⁻² s⁻¹ = 2.40 × 10¹⁷ cm⁻² s⁻¹,

or about 2400 atoms per nm² per second. The small-mouth estimate of Remark 2 gives F = 0.0318, which is 16% above the result of (1).

The trench value is F∞ = 0.04994. With w, h and the gas held fixed, lengthening the slot gives:

L (nm)  F     F/F∞
40    0.0032  0.064
400   0.0274  0.550
800   0.0409  0.818
1600  0.0479  0.959
4000  0.0498  0.997

At L = 400 nm the slot is ten times longer than wide, yet its floor centre receives 55% of the trench flux. A two-dimensional calculation would overstate the direct flux there by a factor of 1.8. The narrow-slot formula (10) also gives 0.550, so the shortfall is set by L/h = 1. The 99% level is reached at L = 2699 nm, or 6.75 depths.

The upper bound T/F∞ on the missing fraction is 0.425 at L = 800 nm, where the actual value is 0.182; the cubic law is not yet a useful estimate. At 1600 nm the two numbers are 0.053 and 0.041, and at 4000 nm they are 0.0034 and 0.0032. The last pair differs by about 5%, as the correction factor in (3) predicts for b = 5.

**Remark 4: what the direct flux leaves out**

For loss probabilities of 0.5 or less, re-emission is the largest of the omissions estimated here. Above a loss probability of about 0.7 it matters less than the thin film at the mouth considered below, and if the open wafer absorbs as strongly, the anisotropy of the gas is then larger than both. Suppose that each encounter with a wall or the floor removes an atom with probability q, and that surviving atoms leave with the cosine law. The total flux G arriving at a surface point is the direct flux plus (1 − q) times the integral of G cosθ dΩ/π over the directions in which another surface point is seen from there, with θ measured from the local surface normal. Random walks traced backward from the floor centre sample this relation. For the 400 nm slot they give the following total arriving fluxes, with one standard error:

q    G/Γ0         G/direct
0.50  0.0352 ± 0.0002  1.3
0.10  0.124 ± 0.001    4.5
0.01  0.636 ± 0.001    23

For weakly reacting atoms the direct flux is therefore a small part of the supply. The fraction F/F∞ must not be carried over to the total flux, whose approach to a trench limit has not been calculated here.

Position matters along the slot. The direct flux at the middle of an end wall's foot is 0.744 of the centre value, in agreement with Remark 3: half of 0.04086 divided by 0.02745. At the middle of a long wall's foot it is 0.995 of the centre value.

A consuming wafer makes the gas slightly anisotropic. In the linear diffusion approximation the intensity is proportional to 1 + ηu, where u = cosθ is positive for arriving molecules. The net flux is proportional to ∫₋₁¹ u(1+ηu) du = 2η/3 and the arriving flux to ∫₀¹ u(1+ηu) du = 1/2 + η/3. If a fraction β of the arriving flux is consumed, equating the ratio to β gives η = 3β/(4 − 2β). For β = 0.1, F rises by about 2% relative to its isotropic value, with F still measured against the flux arriving on an open surface.

A film 2 nm thick on every edge of the mouth lowers F by 10.6%. It reduces the width by 10% and the length by 1%, and in a narrow slot F is proportional to the width. For β = 0.1 control of the mouth width therefore matters more than the anisotropy. The anisotropy grows nearly in proportion to β, however: the same estimate gives 11% at β = 0.5 and 18% at β = 0.8, beyond which η exceeds 1 and the linear form turns negative for some departing directions.

Gas collisions are negligible at this scale. A rough hard-sphere cross-section σ = 3 × 10⁻¹⁵ cm² for H moving among H2 molecules gives a mean free path 1/(n_t σ√1.5) = 2.25 mm, where n_t is the total gas density, taken as H2, and the root accounts for the motion of the targets. The depth is 1.8 × 10⁻⁴ of this path. The matter wavelength at the mean speed is 0.137 nm, or 0.34% of the width, but over a path h the edges of the mouth are blurred on the larger scale √(λh) = 7.4 nm, with λ this wavelength. That is 18% of the width, and the Fresnel number (w/2)²/(λh) is about 7. Straight rays are a reasonable picture here, with a smaller margin than the ratio of wavelength to width suggests; this is a comparison of scales and not an error estimate for F.

**Remark 5: the real process**

The chosen dimensions, pressures and temperature are round, rough values in the regime of hydrogen-plasma cleaning of narrow contact slots. They do not describe a particular tool. The atomic fraction of the gas, one tenth here, varies with the plasma and changes Γ0 in proportion without changing F. How much the neglect of re-emission matters depends on the loss probability of atomic hydrogen, which varies with the wall material and its condition. At the floor centre of the 400 nm slot, the total arriving flux rises from 1.3 to 23 times the direct flux as the loss probability falls from 0.5 to 0.01; other slot shapes give other ratios. The theorem and Remark 3 then supply the source term on the floor for a transport calculation; the direct flux on the walls and the surface reactions have to be added. The theorem does not apply to ions accelerated by the sheath, whose arrival is not isotropic. The full set of values is in the numerical output.

Table of computed values

```
Width 40 nm, depth 400 nm, T 400 K
H pressure 5 mTorr, total 50 mTorr
H density: 1.207e+14 cm^-3
Mean H speed: 2899 m/s
Open-surface flux: 8.748e+18 cm^-2 s^-1
Trench limit F_inf: 0.04994
Trench floor flux: 4.368e+17 cm^-2 s^-1
L (nm) | F | F/F_inf | floor flux (cm^-2 s^-1)
   40 | 0.00317 | 0.0635 | 2.775e+16
  100 | 0.00786 | 0.1575 | 6.878e+16
  200 | 0.01526 | 0.3056 | 1.335e+17
  400 | 0.02745 | 0.5496 | 2.401e+17
  800 | 0.04086 | 0.8182 | 3.574e+17
 1600 | 0.04791 | 0.9594 | 4.191e+17
 4000 | 0.04978 | 0.9968 | 4.354e+17
L (nm) | missing share 1-F/F_inf | cubic tail law
  800 | 0.18182 | 0.42494
 1600 | 0.04056 | 0.05312
 4000 | 0.00324 | 0.00340
99% of trench at L = 2699 nm = 6.747 depths
Same, vanishing width: L = 6.745 depths
Worked slot: L 400 nm, a 0.050, b 0.500
sqrt(1+a^2) 1.001249, sqrt(1+b^2) 1.118034
atan(b/sqrt(1+a^2)): 0.463148 rad
atan(a/sqrt(1+b^2)): 0.044692 rad
First term of F: 0.014724
Second term of F: 0.012724
F of worked slot: 0.027448
Narrow-slot ratio at this b: 0.5498
Small-mouth estimate wL/(pi h^2): 0.03183
Loss prob. | total arriving flux/open flux | total/direct
0.50 | 0.0352 +- 0.0002 | 1.28
0.10 | 0.1242 +- 0.0007 | 4.53
0.01 | 0.6362 +- 0.0010 | 23.18
Direct flux, slot end / centre: 0.7443
Direct flux, long-wall edge / centre: 0.9954
Rough cross-section: 3.0e-15 cm^2
Mean free path: 2.25 mm
Depth / mean free path: 1.8e-04
Wafer uptake 0.1: F changes by +2.25 %
2 nm film at mouth: F changes by -10.64 %
H matter wavelength: 0.137 nm
Wavelength / width: 3.4e-03
Worst quadrature mismatch: 4e-15
```
